# Orbital Relaxation and the Koopmans Bound on Silane's Ionisation Energy

## The physical question

In plasma-enhanced deposition of silicon, energetic electrons can ionise the precursor silane, SiH$_4$. The electron is removed quickly compared with the motion of the nuclei, so a first estimate of the energy required keeps the nuclei fixed. Hartree-Fock theory offers two such estimates. One removes an electron and leaves every other orbital as it was in the neutral molecule. The other lets the remaining electrons adjust to the hole. How are the two ordered, and under what conditions?

## Definitions and statement

The nuclei are clamped, the Hamiltonian is non-relativistic, and all orbitals are real combinations of one finite set of basis functions. The neutral molecule has $n=9$ doubly occupied orbitals $\varphi_i$. They come from a converged closed-shell Hartree-Fock calculation with energy $E_N$ and satisfy

$$F\varphi_i=\varepsilon_i\varphi_i ,\qquad F=t+\sum_{j=1}^{n}(2J_j-K_j).$$

Here $t$ is the one-electron operator (kinetic energy plus nuclear attraction). With

$$(pq|rs)=\iint \frac{p(\mathbf r)q(\mathbf r)\,r(\mathbf r')s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'$$

in atomic units, the Coulomb and exchange operators have elements $\langle p|J_j|q\rangle=(pq|jj)$ and $\langle p|K_j|q\rangle=(pj|jq)$.

The Koopmans ionisation energy is $I_K=-\varepsilon_{\rm HOMO}$, where HOMO means the highest occupied orbital. For the cation, let $E_+$ be the lowest energy of any normalised determinant with $n$ spin-up ($\alpha$) and $n-1$ spin-down ($\beta$) electrons, built from the same basis at the same geometry. The two spins may use different spatial orbitals. This minimum exists, because the energy is a continuous function on the closed and bounded set of orthonormal orbital coefficients. The lowest delta-SCF ionisation energy is $I_\Delta=E_+-E_N$. The claim is

$$\boxed{I_\Delta\le I_K}$$

with strict inequality whenever the frozen cation determinant is not stationary.

## The energy of a frozen hole

Remove a $\beta$ electron from a normalised occupied combination $\chi=\sum_i c_i\varphi_i$, with $\sum_i c_i^2=1$. An orthogonal rotation among the occupied orbitals changes a determinant by at most a sign, so $\chi$ may be taken as one of the neutral molecule's $n$ occupied orbitals. The removal deletes three contributions from the energy:

- the one-electron energy $\langle\chi|t|\chi\rangle$;
- the repulsion from all $n$ $\alpha$ electrons, $\sum_j(\chi\chi|jj)$;
- the interaction with the other $\beta$ electrons, $\sum_{j\ne\chi}[(\chi\chi|jj)-(\chi j|j\chi)]$.

In the last sum the term $j=\chi$ would be $(\chi\chi|\chi\chi)-(\chi\chi|\chi\chi)=0$, so it may be included. The total deleted energy is then

$$\langle\chi|t|\chi\rangle+\sum_{j=1}^{n}\left[2(\chi\chi|jj)-(\chi j|j\chi)\right]=\langle\chi|F|\chi\rangle .$$

Each pair interaction has been counted once. Since the $\varphi_i$ are orthonormal eigenfunctions of $F$,

$$E_{\rm frozen}(\chi)-E_N=-\langle\chi|F|\chi\rangle=-\sum_i c_i^2\varepsilon_i .$$

Every $\varepsilon_i\le\varepsilon_{\rm HOMO}$ and the weights $c_i^2$ add to one, so the right-hand side is at least $-\varepsilon_{\rm HOMO}$. It reaches that value when $\chi$ lies in the HOMO level. Thus $I_K$ is the lowest ionisation energy available with frozen orbitals.

In tetrahedral silane the HOMO is a threefold degenerate $t_2$ level, whose orbitals transform like $x$, $y$ and $z$. A hole can point in any direction in this space without changing the frozen energy.

## The variational step

The frozen determinant with its hole in the HOMO has $n$ $\alpha$ and $n-1$ $\beta$ orbitals from the chosen basis. It therefore belongs to the set over which $E_+$ is the minimum:

$$E_+\le E_{\rm frozen}=E_N-\varepsilon_{\rm HOMO}.$$

Subtracting $E_N$ from both sides proves the claim. The same neutral energy enters both ionisation energies, so its own error cannot alter their order.

A restricted open-shell calculation (ROHF) uses $n-1$ doubly occupied orbitals and one singly occupied orbital. The frozen determinant has this form too, with $\chi$ singly occupied. The restricted set lies inside the unrestricted (UHF) set, so the respective minima obey

$$E_{\rm UHF}\le E_{\rm ROHF}\le E_{\rm frozen}.$$

There is a limiting case with equality. If the basis contains just $n$ functions, there are no empty orbitals in the neutral molecule. The $\alpha$ electrons fill the whole space, and the $\beta$ electrons fill all of it except one direction $\chi$. Every cation determinant is then a frozen one, and $I_\Delta=I_K$. Relaxation below the Koopmans value needs empty orbitals.

## Why relaxation normally lowers the energy

Replace one occupied cation orbital $i$ of spin $\sigma$ by

$$u(\theta)=\cos\theta\, i+\sin\theta\, a ,$$

where $a$ is an empty orbital of the neutral molecule. All other orbitals stay fixed. The part of the energy that depends on $u$ is $\langle u|F'_\sigma|u\rangle$, where $F'_\sigma$ contains $t$ and the interaction with every electron except the one in $u$. Hence

$$E(\theta)=C+\cos^2\theta\,\langle i|F'_\sigma|i\rangle+\sin^2\theta\,\langle a|F'_\sigma|a\rangle+2\sin\theta\cos\theta\,\langle a|F'_\sigma|i\rangle .$$

Let $E_0=E(0)$, $E_1=E(\pi/2)$ and $g=\langle a|F'_\sigma|i\rangle$. Then

$$E(\theta)=E_0\cos^2\theta+E_1\sin^2\theta+g\sin2\theta ,\qquad E'(0)=2g .$$

The full cation Fock operator is $F_\sigma=F'_\sigma+J_i-K_i$. Because $J_i\,i=K_i\,i$, the added part vanishes when acting on $i$, and $g=\langle a|F_\sigma|i\rangle$.

Removing a $\beta$ electron from $\chi$ removes its Coulomb repulsion for both spins and its exchange for $\beta$ electrons:

$$F_\alpha=F-J_\chi,\qquad F_\beta=F-J_\chi+K_\chi .$$

For the neutral molecule $\langle a|F|i\rangle=0$, since $F$ does not connect occupied with empty eigenfunctions. Therefore

$$g_\alpha=-(ai|\chi\chi),\qquad g_\beta=-(ai|\chi\chi)+(a\chi|\chi i).$$

These are the forces with which the hole distorts the other orbitals. If any $g$ is nonzero, a small rotation of the appropriate sign lowers the energy, and the inequality is strict. A $\beta$ electron could also rotate into the hole orbital itself, but for $\chi$ in the HOMO level and $i$ orthogonal to it the slope is zero: $\langle\chi|F|i\rangle=0$, and the two hole terms $-(\chi i|\chi\chi)+(\chi\chi|\chi i)$ cancel.

## A guaranteed amount of lowering

Set $D=E_1-E_0$. Using $\cos^2\theta=(1+\cos2\theta)/2$ and $\sin^2\theta=(1-\cos2\theta)/2$,

$$E(\theta)=\frac{E_0+E_1}{2}-\frac D2\cos2\theta+g\sin2\theta .$$

The last two terms form a sinusoid of amplitude $\sqrt{D^2/4+g^2}$. Since $E_0=(E_0+E_1)/2-D/2$, the minimum lies below $E_0$ by

$$\delta=\sqrt{\frac{D^2}{4}+g^2}-\frac D2,\qquad I_\Delta\le I_K-\delta .$$

For $D>0$ the minimum has $\tan2\theta=-2g/D$. When $|g|\ll D$, expanding the square root gives $\delta\simeq g^2/D$, the familiar second-order form. When $D\to0$, $\delta\to|g|$.

Occupied $\alpha$ orbitals may be rotated among themselves, and so may empty ones. A singular-value decomposition of the matrix $-(ai|\chi\chi)$ selects the pair with the largest $|g|$. This is the steepest single rotation, though not necessarily the one with the largest $\delta$, because $D$ also depends on the pair.

## Silane in numbers

Take a round Si–H length of 1.48 Å, near equilibrium, and the def2-TZVP basis, which has 61 functions here. The neutral energy is $-291.257891$ hartree and the frozen cation energy is $-290.771195$ hartree. Their difference is

$$I_K=0.486696\ \text{hartree}=13.244\ \text{eV},$$

which is also $-\varepsilon_{\rm HOMO}$.

Relaxation was started from $t_2$ holes in three directions. All three frozen values are 13.244 eV, but the relaxed values differ:

| Initial hole direction | Delta-SCF energy (eV) |
|---|---:|
| $S_4$ axis | 12.42 |
| Si–H bond | 11.98 |
| parallel to the line joining two H atoms | 12.07 |

The lowest solution found has energy $-290.817714$ hartree, so its ionisation energy is 11.978 eV and the relaxation energy is $13.244-11.978=1.266$ eV. An orbital stability analysis shows that this solution is a local minimum, while the $S_4$ solution is a saddle point: following its downhill direction leads to 11.978 eV. In def2-SVP both the $S_4$ and the H–H solutions are saddle points that descend to the bond-directed one. Three starts and a stability test do not prove that this is the global minimum. They do not need to: the true minimum can only be lower, so the inequality is already secured.

The spread of 0.44 eV is a property of the single-determinant approximation. At a tetrahedral geometry, the exact states of a $T_2$ level have one energy, and so does every combination of them. A determinant that adapts to one hole direction need not keep this symmetry. Correlation largely restores it: in def2-SVP the $S_4$ and bond-directed solutions differ by 0.438 eV, but the coupled-cluster ionisation energies built on them (method described below) are 12.678 and 12.670 eV. Which orbital changes set the order of the three values is not resolved by these calculations.

From the bond-directed start, ROHF gives 12.045 eV, between the unrestricted and frozen values. This is the order derived above for the minima; solutions reached from different starts need not follow it. The unrestricted solution has $\langle S^2\rangle=0.761$, against 0.75 for a pure doublet, so its extra freedom brings a slight spin contamination.

For the same hole, the steepest $\alpha$ rotation has $g=3.446$ eV and $D=27.163$ eV. Then

$$\delta=\sqrt{(13.582)^2+(3.446)^2}-13.582\simeq0.430\ \text{eV}.$$

One rotation therefore guarantees $I_\Delta\le12.82$ eV (rounded upwards), and full relaxation goes further. The approximation $g^2/D$ gives 0.437 eV. Finite differences of the energy give a slope of 6.891 eV/rad, equal to $2g$. For the steepest $\beta$ rotation $g$ is 1.834 eV and the slope is 3.667 eV/rad.

## Where the ordering can fail

The word "lowest" is necessary. A converged solution with its hole in the inner-valence $a_1$ orbital has an ionisation energy of 19.126 eV. This lies below that orbital's own frozen value, 19.863 eV, but far above $I_K$. It is a higher stationary solution, not the minimum in the theorem.

The basis matters too: the proof needs the frozen determinant to be available to the cation, which holds for a common basis or for any cation basis that contains the neutral one. If the cation is computed in the smaller def2-SVP basis, from the $S_4$ start, while the neutral energy is kept from def2-TZVP, the difference is 15.305 eV. The frozen def2-TZVP determinant is not available in the smaller basis, so the variational step no longer applies. With def2-SVP used for both species, the order is restored: 12.476 eV relaxed from the $S_4$ start and 13.258 eV frozen.

## Correlation and accuracy

The theorem orders two Hartree-Fock results; it does not say which is more accurate. A better reference is CCSD(T), coupled cluster with single and double excitations and a perturbative treatment of triples. With five silicon core orbitals left uncorrelated, in def2-SVP and from the $S_4$ solution, it gives a vertical ionisation energy of 12.678 eV. This is 0.580 eV below the Koopmans value and 0.202 eV above the delta-SCF value of that same solution.

The lowest solution, at 11.978 eV, lies about 0.7 eV below the CCSD(T) number. That comparison mixes two bases and is rough, but it gives no ground for calling the lowest delta-SCF energy more accurate than Koopmans' value. Changing from def2-SVP to def2-TZVP moves the Koopmans energy by 0.014 eV and the $S_4$ delta-SCF energy by 0.054 eV. The bond-directed delta-SCF energy moves by 0.060 eV, from 12.038 eV. CCSD(T) from the $S_4$ solution moves by 0.054 eV, to 12.732 eV; within def2-TZVP the lowest delta-SCF value lies 0.75 eV below it and the Koopmans value 0.51 eV above it. The delta-SCF and CCSD(T) values are therefore not converged with basis to better than about 0.05 eV.

## Silane in a reactor

Plasma-enhanced deposition usually runs at a few hundred degrees Celsius. A round 900 K, typical of thermal deposition from silane, serves here as a high estimate. There $k_BT=0.078$ eV, more than 150 times smaller than the vertical ionisation energy and about 140 times smaller than the adiabatic one (roughly 11 eV), so heat alone is not an effective ionising agent; the calculation bears on ionisation by plasma electrons. The measured vertical ionisation energy is very roughly 12 to 13 eV. The Koopmans value lies a little above this range and the lowest delta-SCF value at its lower end. The nuclei, held fixed so far, also vibrate.

The effect of the symmetric breathing motion can be estimated. All four hydrogens move by the same bond displacement $x$ while silicon stays at rest, so the kinetic energy is $\tfrac12M\dot x^2$ with $M=4m_{\rm H}$. A harmonic oscillator has mean energy $\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)$, half of it potential. Equating that half to $\tfrac12M\omega^2\langle x^2\rangle$ gives

$$\langle x^2\rangle=\frac{\hbar}{2M\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

The neutral def2-SVP energy curve gives $\hbar\omega=0.293$ eV and an rms displacement of 0.043 Å. The Koopmans energy changes by $-3.68$ eV/Å, so its rms spread is $3.68\times0.043\simeq0.16$ eV. In def2-TZVP the three inputs become 0.287 eV, 0.044 Å and $-3.77$ eV/Å, and the spread is again 0.16 eV. Bending and asymmetric stretching modes, which can split the $t_2$ level, are not included.

After ionisation the cation can also distort, since a degenerate $t_2$ hole is subject to the Jahn-Teller effect. Among six flattened $D_{2d}$ shapes in def2-SVP, the lowest energy is 0.696 eV below the tetrahedral $S_4$ solution. It occurs at 1.54 Å and 64.7° from the axis, both at the edge of the grid, so the grid does not locate the minimum; a further point at 1.54 Å and 69.7° lies 0.746 eV below the same reference. Nor is the whole 0.696 eV shown to be geometric: in def2-SVP the bond-directed determinant already lies 0.438 eV below the $S_4$ solution without any nuclear motion, and measured from it the grid point is only 0.258 eV lower. The calculation therefore does not determine how much energy the distortion alone releases. Relativity, core correlation and fragmentation of the ion are also left out.

## Values computed for the example and the checks

```
Si-H bond length: 1.48 angstrom
Tetrahedral bond angle to S4 axis: 54.74 degrees
def2-TZVP basis functions: 61
Neutral RHF energy: -291.257891 hartree
t2 HOMO energy: -0.486696 hartree
Valence a1 orbital energy: -19.863 eV
Koopmans ionisation energy: 13.244 eV
Frozen cation energy: -290.771195 hartree
Frozen IE, hole along S4 axis: 13.2437 eV
Delta-SCF IE, same start: 12.4225 eV
Frozen IE, hole along Si-H bond: 13.2437 eV
Delta-SCF IE, same start: 11.9778 eV
Frozen IE, hole along twofold C2v direction: 13.2437 eV
Delta-SCF IE, same start: 12.0731 eV
Lowest solution found from: Si-H bond
Lowest relaxed cation energy found: -290.817714 hartree
Lowest delta-SCF IE found: 11.978 eV
Relaxation energy: 1.266 eV
UHF cation <S^2>: 0.7614 (dimensionless)
ROHF delta-SCF IE: 12.0453 eV
Largest alpha coupling g: 3.4456 eV
Largest beta coupling g: 1.8337 eV
Alpha slope by finite difference: 6.8912 eV/rad
Beta slope by finite difference: 3.6674 eV/rad
Two-determinant gap D: 27.163 eV
Best single-rotation angle: -0.1242 rad
Guaranteed lowering delta: 0.4303 eV
Inner-valence-hole delta-SCF IE: 19.126 eV
def2-SVP Koopmans IE: 13.258 eV
def2-SVP delta-SCF IE (S4 start): 12.476 eV
Invalid mixed-basis IE: 15.305 eV
def2-SVP frozen-core CCSD(T) vertical IE: 12.678 eV
def2-SVP CCSD(T) minus delta-SCF: 0.202 eV
def2-SVP CCSD(T) minus Koopmans: -0.580 eV
Jahn-Teller lowering on D2d grid: 0.696 eV
Lowest grid bond length: 1.54 angstrom
Lowest grid angle to S4 axis: 64.74 degrees
Temperature for breathing estimate: 900 K
Thermal energy kT: 0.0776 eV
Breathing quantum: 0.293 eV
RMS breathing displacement per bond: 0.0431 angstrom
Koopmans slope with bond length: -3.680 eV/angstrom
RMS Koopmans spread from breathing: 0.158 eV
```
